\section*{Why phonon softening need not follow the Fermi-surface nesting function, part 1}

(Sections cited here and not found follow in the second part.)

\section{The question}

A phonon branch of a metallic layer is found to dip at some wavevector $\mathbf q^*$, and on cooling the dip may deepen into a lattice instability. Conduction electrons can cause such dips, and the cheapest excitations that a displacement wave of wavevector $\mathbf q$ can create take an electron from one point of the Fermi surface to another point displaced by $\mathbf q$. These pairs of points are counted by the nesting function
\begin{equation}
\xi(\mathbf q)=\frac1N\sum_{\mathbf k,mn}\delta(\varepsilon_{n\mathbf k})\,\delta(\varepsilon_{m\mathbf k+\mathbf q}),
\label{eq:xi}
\end{equation}
where $N$ is the number of cells, $m,n$ are band indices, energies are measured from the Fermi level and the sum is for one spin. This suggests the rule that the phonon is softest where $\xi$ peaks. The rule is false. In the two-band layer below the softest phonon lies where $\xi$ vanishes identically, and its frequency can be changed without changing $\xi$ at any wavevector.

Hartree atomic units are used, with $\hbar=1$. The electrons are independent, spin-degenerate quasiparticles, the phonons are harmonic, and the temperature is zero unless stated.

\section{A counter-example}

\subsection{Force constant from the electrons}

Let the atom at $\mathbf R$ be displaced by $\mathbf e\,N^{-1/2}(u\,e^{i\mathbf q\cdot\mathbf R}+u^*e^{-i\mathbf q\cdot\mathbf R})$, with $\mathbf e$ a real unit vector and $2\mathbf q$ not a reciprocal lattice vector; results at the zone points X and M follow by continuity. With a force constant $K$ the elastic energy is $\frac12K\sum_{\mathbf R}|\mathbf u_{\mathbf R}|^2=K|u|^2$. To first order in $u$ the electrons of each spin feel
\begin{equation}
V=N^{-1/2}\left(uO+u^*O^\dagger\right),\qquad
O=\sum_{\mathbf k,mn}D_{mn}(\mathbf k,\mathbf q)\,c^\dagger_{m\mathbf k+\mathbf q}c_{n\mathbf k},
\label{eq:V}
\end{equation}
which defines the vertex $D$, an energy per unit displacement. Write $\varepsilon,f$ for the energy and occupation of $n\mathbf k$ and $\varepsilon',f'$ for those of $m\mathbf k+\mathbf q$. In second order $O$ excites $n\mathbf k\to m\mathbf k+\mathbf q$ and $O^\dagger$ the reverse, and the two do not interfere because they change the crystal momentum by different amounts:
\begin{equation}
E^{(2)}=-\frac{|u|^2}{N}\sum|D|^2\left[\frac{f(1-f')}{\varepsilon'-\varepsilon}+\frac{f'(1-f)}{\varepsilon-\varepsilon'}\right]
=-\frac{|u|^2}{N}\sum|D|^2\,\frac{f-f'}{\varepsilon'-\varepsilon},
\end{equation}
since $f(1-f')-f'(1-f)=f-f'$. The electron number has no term linear in $u$ for $\mathbf q\neq0$, so working at fixed chemical potential or at fixed number gives the same second-order energy. Doubling for spin and setting the result equal to $\delta K|u|^2$,
\begin{equation}
\delta K(\mathbf q)=-\frac2N\sum_{\mathbf k,mn}|D_{mn}(\mathbf k,\mathbf q)|^2\,\frac{f_{n\mathbf k}-f_{m\mathbf k+\mathbf q}}{\varepsilon_{m\mathbf k+\mathbf q}-\varepsilon_{n\mathbf k}},
\qquad M\omega^2=K_0+\delta K ,
\label{eq:dK}
\end{equation}
with $M$ the atomic mass and $K_0$ the rest of the force constant. Every term of the sum is non-negative, so $\delta K\le0$. The same sum with $|D|^2$ replaced by one defines the bare static susceptibility $\chi_0=(2/N)\sum(f-f')/(\varepsilon'-\varepsilon)$.

\subsection{The model and its vertices}

The layer is a square lattice of spacing $d$ with an $s$ and a $p_z$ orbital on each atom and nearest-neighbour hopping $-t$ within each orbital species. Until numbers are inserted, $t=d=1$. With $\gamma(\mathbf k)=2(\cos k_x+\cos k_y)$,
\begin{equation}
\varepsilon_s=E_s-\gamma,\qquad \varepsilon_p=E_p-\gamma .
\end{equation}
The flat layer has the mirror $z\to-z$, under which $s$ is even and $p_z$ odd, so the bands do not mix. The choice $E_s=4-\mu$ puts the bottom of the $s$ band at $-\mu$ and makes an electron pocket $\gamma>E_s$ around $\Gamma$. The choice $E_p=-4-g$ puts the top of the $p$ band, at $\mathrm M=(\pi,\pi)$, a gap $g>0$ below the Fermi level, so this band is full. Then $\Delta\equiv E_s-E_p=8-\mu+g$. The symbols $\int_{\rm in}$ and $\int_{\rm out}$ denote $\int d^2k/(2\pi)^2$ over the pocket and over the rest of the zone.

An in-plane displacement changes the length of the bond from $\mathbf R$ to $\mathbf R+\hat a$ ($a=x,y$) by $u_a(\mathbf R+\hat a)-u_a(\mathbf R)$ to first order, and the hopping matrix element by $+\alpha$ times this, where $\alpha=-dt/dd>0$ is taken equal for the two orbitals. The component $e^{i\mathbf q\cdot\mathbf R}$ of the stretch is $e_a(e^{iq_a}-1)$. In the Bloch basis $c^\dagger_{\mathbf R}c_{\mathbf R+\hat a}$ supplies the phase $e^{ik_a}$, and $c^\dagger_{\mathbf R+\hat a}c_{\mathbf R}$ supplies $e^{-i(k_a+q_a)}$, so
\begin{align}
D_{ss}=D_{pp}&=\alpha\sum_ae_a\,(e^{iq_a}-1)\left(e^{ik_a}+e^{-i(k_a+q_a)}\right)\nonumber\\
&=2i\alpha\sum_ae_a\left[\sin(k_a+q_a)-\sin k_a\right].
\label{eq:Din}
\end{align}
In-plane motion keeps the mirror, so $D_{sp}=0$, and the full $p$ band has $f-f'=0$. In-plane modes therefore probe only $s\to s$ transitions.

A displacement along $z$ is odd under the mirror and at first order can only mix $s$ with $p_z$. A tilted bond acquires the $sp\sigma$ hopping times the direction cosine of the bond along $z$, which gives
\begin{equation}
\delta H=\beta\sum_{\mathbf R,\boldsymbol\delta}\left[u_z(\mathbf R+\boldsymbol\delta)-u_z(\mathbf R)\right]s^\dagger_{\mathbf R}p_{\mathbf R+\boldsymbol\delta}+\text{h.c.},
\end{equation}
with $\boldsymbol\delta$ running over the four neighbours and $\beta=V_{sp\sigma}/d$. The coefficient of $s^\dagger_{\mathbf k+\mathbf q}p_{\mathbf k}$ is $\beta\sum_{\boldsymbol\delta}(e^{i\mathbf q\cdot\boldsymbol\delta}-1)e^{i\mathbf k\cdot\boldsymbol\delta}=\beta[\gamma(\mathbf k+\mathbf q)-\gamma(\mathbf k)]$. That of $p^\dagger_{\mathbf k+\mathbf q}s_{\mathbf k}$ is $\beta\sum_{\boldsymbol\delta}(e^{i\mathbf q\cdot\boldsymbol\delta}-1)e^{-i(\mathbf k+\mathbf q)\cdot\boldsymbol\delta}$, the negative of the first. In both orderings
\begin{equation}
|D|^2=\beta^2x^2,\qquad x=\gamma(\mathbf k)-\gamma(\mathbf k+\mathbf q).
\end{equation}
No on-site $s$--$p_z$ vertex is included, and $\alpha,\beta$ are taken as already screened.

The Hamiltonian also has a term quadratic in $u$. A relative displacement $\mathbf w$ of the ends of a bond along $\hat a$ lengthens it at second order by $\frac12(|\mathbf w|^2-w_a^2)$. The site average of $|\mathbf w|^2$ is $2|u|^2|e^{iq_a}-1|^2/N=4|u|^2(1-\cos q_a)/N$. For a hopping linear in bond length, with $B=\langle c^\dagger_{\mathbf R}c_{\mathbf R+\hat a}+\text{h.c.}\rangle$ summed over spins and orbitals, the first-order energy summed over $N$ cells adds $2\alpha B\sum_a(1-\cos q_a)(1-e_a^2)$ to the force constant. This term is a fixed trigonometric function of $\mathbf q$ and belongs to $K_0$. The numerical check tests Eq.~(\ref{eq:dK}), both vertices and this term together: it diagonalizes a distorted supercell with exact bond geometry at finite temperature, for four combinations of $\mathbf q$ and $\mathbf e$, and the largest absolute difference in the force constant is $3\times10^{-8}\,t/d^2$. In the example $K_0=M\omega_0^2$ is taken independent of $\mathbf q$ and $\mathbf e$, so that all dispersion comes from $\delta K$. This is a modelling choice, an on-site restoring force that respects the mirror; in a free one-atom layer $K_0$ vanishes at $\Gamma$. A dispersive $K_0$ would also move the minimum of $\omega$, for reasons unrelated to the Fermi surface.

The parameters are round model values: $t=\mu=0.02$~Ha, $g=0.004$~Ha, $\alpha=\beta=0.01$~Ha/bohr, $M=50$~u $=91144\,m_e$, $\omega_0=0.001$~Ha ($27.2$~meV). They give $K_0=0.09114$~Ha/bohr$^2$, $E_s=0.060$~Ha, $E_p=-0.084$~Ha, $\Delta=0.144$~Ha. In units of $t$, $E_s=3$ and $\Delta=7.2$. The pocket edge on the $k_x$ axis obeys $\cos k_F=E_s/2-1=\frac12$, so $2k_F=2.094$; on the diagonal $\cos k=E_s/4$ and twice this $k$ is $1.445$ per component. Wavevectors are in $1/d$.

\subsection{What the nesting function shows}

The $p$ band never reaches zero energy, so only $m=n=s$ contributes to Eq.~(\ref{eq:xi}), and $\xi$ does not depend on $g$. Changing variables from $(k_x,k_y)$ to $(\varepsilon_{\mathbf k},\varepsilon_{\mathbf k+\mathbf q})$ gives $\xi=(4\pi^2)^{-1}\sum|\mathbf v_{\mathbf k}\times\mathbf v_{\mathbf k+\mathbf q}|^{-1}$ over the crossings of the Fermi contour with its shifted copy, where $\mathbf v=2(\sin k_x,\sin k_y)$. For $\mathbf q=(q,0)$,
\begin{equation}
\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=2[\cos k_x-\cos(k_x+q)]=4s\sin y,\qquad s=\sin\tfrac q2,\quad y=k_x+\tfrac q2 .
\label{eq:de}
\end{equation}
Equal energies require $\sin y=0$. The root $k_x=\pi-q/2\ge\pi/2$ lies outside the pocket, which leaves $k_x=-q/2$ and $k_y=\pm k_y^*$ with $\cos k_y^*=E_s/2-\cos(q/2)$. There $|\mathbf v\times\mathbf v'|=4\,|(-s)\sin k_y-s\sin k_y|=8s\sin k_y^*$, and the two crossings give
\begin{equation}
\xi(q,0)=\frac{1}{16\pi^2\,s\,\sin k_y^*}\quad(q<2k_F),\qquad \xi=0\quad(q>2k_F).
\label{eq:xiline}
\end{equation}
As $q\to0$, $k_y^*\to k_F$ and $\xi\simeq1/(8\pi^2q\sin k_F)$. For $q=2k_F-\delta$, $\cos k_y^*\simeq1-\frac12\delta\sin k_F$, so $k_y^{*2}\simeq\delta\sin k_F$ and $\xi\propto\delta^{-1/2}$. The values $\xi/t^2$ are $731$, $42.2$, $47.8$ and $430$~Ha$^{-2}$ at $q=0.05$, $1.0$, $1.885$ and $2.0923$ ($0.999\times2k_F$).

The support of $\xi$ is known over the whole zone. The pocket $P$ lies within $|k_a|\le\pi/3$, where $\gamma$ is concave, so $P$ is convex, and it is symmetric under $\mathbf k\to-\mathbf k$. If $\mathbf k$ and $\mathbf k'$ lie in $P$, so does $(\mathbf k'-\mathbf k)/2$, the midpoint of $\mathbf k'$ and $-\mathbf k$. For $\mathbf q$ in $[0,\pi]^2$ any other image $\mathbf q+\mathbf G$ has a component of size at least $\pi$, whose half exceeds $\pi/3$. Hence $\xi(\mathbf q)=0$ whenever $\gamma(\mathbf q/2)<E_s$. The rule under test predicts softening at small $q$ and on the contour $2k_F$, and none near X or M.

\subsection{In-plane modes}

In $\chi_{ss}=N^{-1}\sum(f-f')/(\varepsilon'-\varepsilon)$ the substitution $\mathbf k\to-\mathbf k-\mathbf q$ turns the $f'$ term into a copy of the $f$ term, because $\varepsilon_{-\mathbf k}=\varepsilon_{\mathbf k}$. The two terms separately are principal values, since excluding $|\varepsilon'-\varepsilon|<\eta$ is invariant under the substitution. Thus $\chi_{ss}=2\,\mathrm P\!\int_{\rm in}(\varepsilon'-\varepsilon)^{-1}$. At fixed $k_y$ the pocket spans $|k_x|<x_0$ with $\cos x_0=E_s/2-\cos k_y$, and $\int dy/\sin y=\ln|\tan(y/2)|$ gives
\begin{equation}
\chi_{ss}(q,0)=\frac{1}{8\pi^2s}\int_{-k_F}^{k_F}dk_y\,\Big[\ln\left|\tan\tfrac y2\right|\Big]_{q/2-x_0}^{q/2+x_0}.
\label{eq:chiss}
\end{equation}
As $q\to0$, $(f-f')/(\varepsilon'-\varepsilon)\to\delta(\varepsilon)$ and $\chi_{ss}$ tends to the density of states, $4.571$~Ha$^{-1}$ per spin. The divergence of $\xi$ at small $q$ produces no peak in $\chi_{ss}$, although in this limit all of $\chi_{ss}$ comes from transitions of energy of order $|\mathbf v|q$. At $q=2k_F+\delta$ the lower limit is the singular one. Near $k_y=0$, $x_0\simeq k_F-bk_y^2$ with $b=1/(2\sin k_F)$, so the integrand contains $-\ln|\delta/2+bk_y^2|$. Its derivative with respect to $\delta$, integrated over $k_y$, is $-\frac12\pi(b\delta/2)^{-1/2}$ for $\delta>0$, while for $\delta<0$ the principal value of $\int dk_y/(bk_y^2-|\delta|/2)$ over the real line is zero. Integrating over $\delta$ gives $-\pi\sqrt{2\delta/b}=-2\pi\sqrt{\delta\sin k_F}$, and
\begin{equation}
\chi_{ss}(2k_F+\delta)\simeq\chi_{ss}(2k_F)-\frac{1}{4\pi}\sqrt{\frac{\delta}{\sin k_F}}\qquad(\delta>0).
\end{equation}
The tested exponent is $0.499$. So $\chi_{ss}$ is finite at $2k_F$, with a one-sided cusp, the Kohn anomaly. It rises only from $4.57$ to $5.15$~Ha$^{-1}$ between $\Gamma$ and $2k_F$, while $\xi$ falls from infinity to a minimum of about $36$~Ha$^{-2}$ near $q=1.45$ and returns to infinity.

For the longitudinal mode, Eq.~(\ref{eq:Din}) gives $|D|^2=16\alpha^2s^2\cos^2y$. Using $\cos^2y/\sin y=1/\sin y-\sin y$,
\begin{equation}
W_L=\frac{2s}{\pi^2}\int_{-k_F}^{k_F}dk_y\Big[\ln\left|\tan\tfrac y2\right|+\cos y\Big]_{q/2-x_0}^{q/2+x_0},\qquad \delta K_L=-\frac{2\alpha^2W_L}{t}.
\end{equation}
At $2k_F$, $W_L=0.7897$, so $\delta K_L=-2\times10^{-4}\times0.7897/0.02=-0.00790$~Ha/bohr$^2$ and $\omega=\omega_0\sqrt{1-0.00790/0.09114}=0.000956$~Ha ($26.0$~meV). At $q=0.05$, where $\xi$ is $731$~Ha$^{-2}$, $W_L=0.0005$, because the vertex vanishes as $q$ for a uniform translation. For the transverse mode, $\mathbf e=\hat y$ and $q_y=0$ make Eq.~(\ref{eq:Din}) vanish for every $\mathbf k$: $\delta K=0$ along all of $\Gamma$--X, including the point where $\xi$ diverges.

On the diagonal $\mathbf q=(q,q)$ the variables $k_x=a+c$, $k_y=a-c$ give $dk_xdk_y=2\,da\,dc$, $\gamma=4\cos a\cos c$, $\varepsilon'-\varepsilon=8s\cos c\sin y$ and $|D|^2=32\alpha^2s^2\cos^2c\cos^2y$ with $y=a+q/2$, and the same two integrals apply. The largest longitudinal softening on the sampled lines $\Gamma$--X and $\Gamma$--M is $-0.0102$~Ha/bohr$^2$, at $(1.445,1.445)$, the edge of the support of $\xi$. For this branch the nesting edge does mark the strongest softening.

\subsection{The out-of-plane mode}

Take $s$ at $\mathbf k$ and $p$ at $\mathbf k+\mathbf q$. Since $f_p=1$, the ratio in Eq.~(\ref{eq:dK}) is $(1-f_s)/e$ with
\begin{equation}
e=\varepsilon_s(\mathbf k)-\varepsilon_p(\mathbf k+\mathbf q)=\Delta-x\ \ge g ,
\end{equation}
the inequality holding outside the pocket, where $\varepsilon_s\ge0$, because $\varepsilon_p\le-g$ everywhere. The other ordering is equal under $\mathbf k\to-\mathbf k-\mathbf q$. Therefore
\begin{equation}
S=\int_{\rm out}\frac1e,\quad W=\int_{\rm out}\frac{x^2}{e},\quad \delta K_z=-\frac{4\beta^2W}{t},\quad \chi_0=\frac{2(\chi_{ss}+2S)}{t}.
\end{equation}
The denominator never vanishes and the region is fixed, so $S$ and $W$ are analytic in $\mathbf q$.

The two are related exactly. With $x=\Delta-e$, $x^2/e=\Delta^2/e-2\Delta+e$. Let $n=\int_{\rm in}1$ and $G=\int_{\rm in}\gamma$. The zone average of $\gamma$ is zero, so $\int_{\rm out}\gamma(\mathbf k)=-G$. In $\int_{\rm in}2\cos(k_a+q_a)$ the term in $\sin k_a$ is odd and drops, and the square symmetry gives $\int_{\rm in}2\cos k_a=G/2$, so $\int_{\rm out}\gamma(\mathbf k+\mathbf q)=-G\gamma(\mathbf q)/4$. Then $\int_{\rm out}e=\Delta(1-n)+G-G\gamma(\mathbf q)/4$ and
\begin{equation}
W(\mathbf q)=\Delta^2S(\mathbf q)-\Delta(1-n)+G\left[1-\tfrac14\gamma(\mathbf q)\right].
\label{eq:ident}
\end{equation}
At $\Gamma$, $S=(1-n)/\Delta$ and $W=0$, as translation invariance requires. Here $n=0.08515$ and $G=0.29704$, so $\Delta^2=51.84$ and $\Delta(1-n)=6.587$. At M, $S=7.9352$~Ha$^{-1}$, which is $0.15870$ in units of $1/t$, and $W=8.227-6.587+0.594=2.234$. The vertex removes from $\Delta^2S$ a large constant, and the modest variation of $S$ becomes the large relative variation of $W$.

A positive curvature at M would rule out a peak there. For $\mathbf q=\mathrm M+\mathbf p$, $\gamma(\mathbf k+\mathbf q)=-\gamma(\mathbf k+\mathbf p)$, so $e=E-\eta$ with $E=\Delta-2\gamma(\mathbf k)$ and $\eta=\mathbf p\cdot\nabla\gamma+\frac12p_ap_b\partial_a\partial_b\gamma$. In $1/e\simeq1/E+\eta/E^2+\eta^2/E^3$ the term linear in $\mathbf p$ is odd in $\mathbf k$. Square symmetry and $\nabla^2\gamma=-\gamma$ replace $\frac12p_ap_b\partial_a\partial_b\gamma$ by $-p^2\gamma/4$ and $(\mathbf p\cdot\nabla\gamma)^2$ by $p^2|\nabla\gamma|^2/2$. Writing $S\simeq S(\mathrm M)+c_Sp^2$,
\begin{equation}
c_S=\int_{\rm out}\left[-\frac{\gamma}{4E^2}+\frac{|\nabla\gamma|^2}{2E^3}\right].
\end{equation}
Because $\nabla E=-2\nabla\gamma$, $\nabla\!\cdot(\nabla\gamma/E^2)=-\gamma/E^2+4|\nabla\gamma|^2/E^3$, so the second term equals $\frac18[\nabla\!\cdot(\nabla\gamma/E^2)+\gamma/E^2]$. The divergence becomes a flux through the pocket edge, where $E=\Delta-2E_s=\mu+g$ and the outward normal of the outer region is along $\nabla\gamma$. Applying the divergence theorem to $\nabla\gamma$ inside the pocket gives $\oint|\nabla\gamma|\,dl/(2\pi)^2=-\int_{\rm in}\nabla^2\gamma=G$. With $\gamma(\mathrm M+\mathbf p)\simeq-4+p^2$ in Eq.~(\ref{eq:ident}),
\begin{equation}
c_S=\frac18\left[\frac{G}{(\mu+g)^2}-\int_{\rm out}\frac{\gamma}{(\Delta-2\gamma)^2}\right],\qquad c_W=\Delta^2c_S-\frac G4 .
\end{equation}
Both agree with finite differences in the program. The value $c_S=0.8240\,d^2/$Ha is $0.01648$ in units of $d^2/t$, and $c_W=0.8543-0.0743=0.780$. Both are positive, so M is a local minimum of $S$ and of $W$ for these parameters.

A numerical search of the zone puts the maximum of $S$ at $\mathbf q_S=(\pi,2.054)$ and that of $W$ at $\mathbf q_W=(\pi,2.084)$, at distances $1.087$ and $1.058$ from M. The direction of the shift follows from Eq.~(\ref{eq:ident}): maximality of $W$ at $\mathbf q_W$ and of $S$ at $\mathbf q_S$ gives
\begin{equation}
\Delta^2S(\mathbf q_W)-\tfrac G4\gamma(\mathbf q_W)\ge\Delta^2S(\mathbf q_S)-\tfrac G4\gamma(\mathbf q_S)\ge\Delta^2S(\mathbf q_W)-\tfrac G4\gamma(\mathbf q_S),
\end{equation}
hence $\gamma(\mathbf q_W)\le\gamma(\mathbf q_S)$, here $-2.98$ against $-2.93$. The shift is small at this gap: for $g=0.004$~Ha the interband part $S$ taken alone nearly locates the peak. This does not persist at larger gaps; at $g=0.04$~Ha the maximum of $S$ is still near $q_y=2.07$ on X--M, while that of $W$ has moved to $2.43$. The distance from M is close to $k_F$, where the top of the $p$ band maps onto the pocket edge, and the lowest transition at $\mathbf q_W$ costs $0.0040$~Ha, equal to the gap at this precision. That this coincidence fixes the peak for small $g$ is a conjecture, not tested here.

At the maximum, $S=8.5433$~Ha$^{-1}$, or $0.17087$ in units of $1/t$, and Eq.~(\ref{eq:ident}) gives $W=8.858-6.587+0.518=2.789$. Then
\begin{align}
\delta K_z&=-4\times10^{-4}\times2.7893/0.02=-0.05579\ \text{Ha/bohr}^2,\nonumber\\
\omega&=\sqrt{(0.09114-0.05579)/91144}=0.000623\ \text{Ha}\quad(16.95\ \text{meV}),
\end{align}
which is $0.62\,\omega_0$. Since $\gamma(\mathbf q_W/2)=1.01<E_s=3$, the nesting function is zero at $\mathbf q_W$ and in a neighbourhood of it.

In the two-band layer the out-of-plane mode softens most at $\mathbf q_W$, to $0.62\,\omega_0$, although the nesting function vanishes there. It remains to compare $\xi$, $\chi_0$ and the softening across the zone, and to establish in general how nesting is related to phonon softening and linewidth.

Numerical values quoted here were computed with a short program.
